\section*{Fourth-Root Oxide Growth from Space-Charge-Limited Ion Drift}

\section{Definitions and conventions}

A compact, plane oxide film occupies $0<x<L(t)$. One mobile ion species enters at $x=0$, drifts towards $x=L$, and forms new oxide there. Each delivered ion adds a film volume $\Omega$. The ion has charge magnitude $q$, number density $n(x,t)$ and mobility $\mu$; the film has permittivity $\epsilon$.

The field $E$ is counted positive when it drives the ions towards $x=L$. For negative ions the true charge density is $-qn$ and the true field is $-E$. Both signs reverse together, so Gauss's law has the same form for either sign of ion:
\begin{equation}
\epsilon\frac{\partial E}{\partial x}=qn,\qquad \int_0^L E\,dx=V .
\label{eq:poisson}
\end{equation}
The electrostatic drop $V$ across the film is held constant. SI units are used in the formulas and engineering units in the example.

The basic model assumes that drift is linear, with velocity $v=\mu E$; that diffusion is negligible; and that the mobile ions supply all the appreciable space charge. Electrons may pass through the film to complete the reaction or the circuit, but must add little charge. Finally, ions are freely supplied at $x=0$. With entrance density $n_0$, this means
\begin{equation}
S=\frac{qn_0L^2}{\epsilon V}\gg1 .
\label{eq:supply}
\end{equation}
The result to be derived, twice, is
\begin{equation}
J=\frac98\,\frac{\epsilon\mu V^2}{L^3},\qquad
L^4=L_0^4+\frac92\,\frac{\Omega\epsilon\mu V^2}{q}\,t ,
\label{eq:result}
\end{equation}
where $J$ is the ion current density and $L_0$ the initial thickness.

\section{First derivation: the field at fixed positions}

Suppose that an ion crosses the film in a time during which $L$ hardly changes. The ion current $J=qn\mu E$ is then independent of $x$. Replacing $qn$ by $\epsilon\,dE/dx$ gives
\begin{equation}
J=\epsilon\mu E\frac{dE}{dx}=\frac{\epsilon\mu}{2}\frac{d(E^2)}{dx}
\quad\Rightarrow\quad
E^2=E_0^2+\frac{2Jx}{\epsilon\mu},\qquad E_0=\frac{J}{qn_0\mu}.
\label{eq:field}
\end{equation}
For a free supply $E_0\to0$ at finite $J$. The voltage condition becomes
\begin{equation}
V=\sqrt{\frac{2J}{\epsilon\mu}}\int_0^L x^{1/2}dx
=\frac23\sqrt{\frac{2J}{\epsilon\mu}}\,L^{3/2}.
\end{equation}
Squaring gives $V^2=8JL^3/(9\epsilon\mu)$, which is the Mott--Gurney current in (\ref{eq:result}). Putting it back into the field, with $\xi=x/L$,
\begin{equation}
E=\frac{3V}{2L}\,\xi^{1/2},\qquad
n=\frac{\epsilon}{q}\frac{dE}{dx}=\frac{3\epsilon V}{4qL^2}\,\xi^{-1/2}.
\label{eq:profile}
\end{equation}
The density diverges at the entrance, but its integral is finite. The mean density is $\epsilon E(L)/(qL)=3\epsilon V/(2qL^2)$.

To connect current with growth, count ions at the moving interface. A new layer $dL$ contains $dL/\Omega$ ions built into the oxide and $n(L)\,dL$ ions still mobile. The arriving number is $n(L)\mu E(L)\,dt$, so
\begin{equation}
\frac{dL}{dt}\left[\frac1\Omega+n(L)\right]=n(L)\mu E(L)=\frac Jq .
\label{eq:balance}
\end{equation}
When $\Omega n(L)\ll1$ the second term in the bracket drops out, and
\begin{equation}
\frac{dL}{dt}=\frac{\Omega J}{q}
=\frac98\frac{\Omega\epsilon\mu V^2}{qL^3}.
\label{eq:rate}
\end{equation}
Multiplication by $4L^3$ gives $d(L^4)/dt=(9/2)\Omega\epsilon\mu V^2/q$, a constant, whose integral is (\ref{eq:result}).

The pure fourth root appears only after the initial film has been outgrown. Since $L^4-L_0^4$ is proportional to $t$, differentiation gives the local exponent
\begin{equation}
\frac{d\ln L}{d\ln t}=\frac14\left(1-\frac{L_0^4}{L^4}\right).
\label{eq:local}
\end{equation}

Scarce supply, $S\ll1$, leads elsewhere. The ion charge then barely bends the potential, $E\simeq V/L$, and $J=qn_0\mu V/L$. From $dL/dt=\Omega J/q$,
\begin{equation}
L^2=L_0^2+2\Omega n_0\mu Vt .
\end{equation}
Growth is parabolic. At fixed $n_0$, however, $S$ increases as $L^2$, so a film obeying these assumptions passes from scarce to free supply as it thickens.

\section{Second derivation: following one ion}

Now let $\tau$ be the time since a particular ion entered. All ions between the entrance and this ion entered after it. With constant current, their charge per area is $J\tau$. The entrance field is zero, so Gauss's law gives the field at the ion without solving a differential equation in $x$:
\begin{equation}
E(\tau)=\frac{J\tau}{\epsilon}.
\label{eq:lagrange}
\end{equation}
The ion moves with velocity $\mu E$, hence
\begin{equation}
x(\tau)=\int_0^\tau\frac{\mu J\tau'}{\epsilon}\,d\tau'
=\frac{\mu J\tau^2}{2\epsilon}.
\end{equation}
Let $T$ be the transit time. The thickness and voltage are
\begin{align}
L&=\frac{\mu JT^2}{2\epsilon},\label{eq:LT}\\
V&=\int_0^T E\,\frac{dx}{d\tau}\,d\tau
=\frac{\mu J^2}{\epsilon^2}\int_0^T\tau^2d\tau
=\frac{\mu J^2T^3}{3\epsilon^2}.
\label{eq:VT}
\end{align}
Equation (\ref{eq:LT}) gives $J=2\epsilon L/(\mu T^2)$. Inserted in (\ref{eq:VT}), this yields
\begin{equation}
V=\frac{4L^2}{3\mu T}\quad\Rightarrow\quad T=\frac{4L^2}{3\mu V}.
\label{eq:transit}
\end{equation}
The mobile charge held by the film is $Q=JT=2\epsilon L/(\mu T)=3\epsilon V/(2L)$. One such load is delivered in each transit time:
\begin{equation}
\frac{dL}{dt}=\frac{\Omega}{q}\frac QT
=\frac\Omega q\,\frac{3\epsilon V}{2L}\,\frac{3\mu V}{4L^2}
=\frac98\frac{\Omega\epsilon\mu V^2}{qL^3}.
\end{equation}
This is (\ref{eq:rate}) again. The three powers of $L$ are now visible separately: the stored charge falls as $1/L$, while the time to deliver it rises as $L^2$.

\section{What each derivation assumes}

Both derivations need constant voltage, a free supply, negligible other charge and slow interface motion. A finite $n_0$ is easily restored in either: the first keeps $E_0$ in (\ref{eq:field}), and the second adds $E_0$ to the right side of (\ref{eq:lagrange}). They differ over diffusion, to which the first can be extended. The second needs a definite path for each ion, so it excludes diffusion from the start. In return, (\ref{eq:lagrange}) does not depend on the velocity law; linear mobility enters only when the path is calculated.

\subsection{Slow interface motion}

The steady approximation can be checked by restoring time dependence. Ion conservation and Gauss's law make the total current
\begin{equation}
J_T=\epsilon\frac{\partial E}{\partial t}+qn\mu E
=\epsilon\frac{\partial E}{\partial t}
+\frac{\epsilon\mu}{2}\frac{\partial E^2}{\partial x}
\label{eq:total}
\end{equation}
independent of $x$. Let $g=dL/dt$, and let $E_s$ be the steady field (\ref{eq:profile}). At fixed $x$, $E_s\propto L^{-3/2}$, so $\partial E_s/\partial t=-(3g/2L)E_s$. Write $E=E_s+E_1$ and $J_T=J+J_1$. Integrating (\ref{eq:total}) from the entrance, using $\int_0^xE_s\,dx'=V\xi^{3/2}$, and keeping first order gives
\begin{equation}
\mu E_sE_1=\frac{J_1L\xi}{\epsilon}+\frac{3gV}{2L}\xi^{3/2}
\ \Rightarrow\
\mu E_1=\frac{2L^2J_1}{3\epsilon V}\xi^{1/2}+g\xi .
\end{equation}
Fixed voltage requires $\int_0^1E_1d\xi=0$:
\begin{equation}
\frac{4L^2J_1}{9\epsilon V}+\frac g2=0
\quad\Rightarrow\quad J_1=-\frac98\frac{\epsilon Vg}{L^2}.
\end{equation}
The ion current at $x=L$ is $J_T-\epsilon\,\partial E/\partial t$. Its displacement part contributes $+(9/4)\epsilon Vg/L^2$. The mobile ions left in the new layer subtract $qn(L)g=(3/4)\epsilon Vg/L^2$. Therefore
\begin{equation}
\frac{qg}{\Omega}=J+\left(-\frac98+\frac94-\frac34\right)\frac{\epsilon Vg}{L^2}
\simeq J\left(1+\frac38d\right),\quad
d=\frac{\Omega\epsilon V}{qL^2}.
\label{eq:motion}
\end{equation}
In the last step $g\simeq\Omega J/q$ was used in the small term. Because $d\propto L^{-2}$, this error fades during growth.

A numerical solution of the moving, time-dependent film tested this result with a deliberately large initial $d=0.1$. At $t=200L_0^2/(\mu V)$ it gave $L/L_0=3.094$, against $3.089$ from (\ref{eq:result}). The coefficient of $d$ extracted from its growth rate was $0.385$, within the 10\% allowance around $3/8$ for grid error and higher orders.

\subsection{Fixed charge}

Let immobile charge of opposite sign to the ions have density $N_b$, in elementary charges $e$. Then $\epsilon\,dE/dx=qn-eN_b$. Multiplying by $E/\epsilon$, with $qnE=J/\mu$, gives
\begin{equation}
\frac12\frac{d(E^2)}{dx}=\frac J{\epsilon\mu}-\frac{eN_b}{\epsilon}E .
\end{equation}
Define $b=eN_bL^2/(\epsilon V)$. To first order in $b$, let $J_1$ and $E_1$ now denote the changes due to fixed charge. Integration and division by $E_s$ give
\begin{equation}
E_1=\frac{2L^2J_1}{3\epsilon\mu V}\xi^{1/2}-\frac{2bV}{3L}\xi .
\end{equation}
The condition $\int_0^1E_1d\xi=0$ yields $J_1=(3/4)b\,\epsilon\mu V^2/L^3$. Relative to the Mott--Gurney current this is $+2b/3$: the fixed charge partly neutralizes the ions and admits more of them.

For $b\gg1$, still with free supply, most of the film is neutral with $qn=eN_b$. The current becomes $J=eN_b\mu V/L$, and growth is parabolic. Thus fixed charge sets an upper thickness for the fourth-root regime. The crossover lies near $b=1$, where the current is already $1.7$ times the Mott--Gurney value and the late growth exponent is about $0.32$; the fourth root itself needs $b\ll1$. Direct integration of Gauss's law at $b=50$ gave a current $1.01$ times this ohmic limit.

\subsection{Diffusion}

Let $U=kT/q$, where from here on $T$ is temperature, and use the Einstein relation $D=\mu U$. The steady current is
\begin{equation}
J=q\mu\left(nE-U\frac{dn}{dx}\right)
=\epsilon\mu\left(E\frac{dE}{dx}-U\frac{d^2E}{dx^2}\right).
\end{equation}
One integration, with constant $C$, gives $E^2/2-U\,dE/dx=Jx/(\epsilon\mu)+C$. Substitute $E=-2Uw'/w$. The two terms containing $(w'/w)^2$ cancel, leaving
\begin{equation}
w''=\frac{1}{2U^2}\left(\frac{Jx}{\epsilon\mu}+C\right)w .
\end{equation}
This is the Airy equation. The solution used here is
\begin{equation}
w=\mathrm{Ai}(z_0+\alpha\xi),\qquad
\alpha^3=\frac{JL^3}{2\epsilon\mu U^2}.
\label{eq:airy}
\end{equation}
Omitting the second Airy function leaves out the thin exit layer of a perfect ion sink. The constants follow from the voltage and the entrance density:
\begin{equation}
\frac VU=2\ln\frac{\mathrm{Ai}(z_0)}{\mathrm{Ai}(z_0+\alpha)},\qquad
\left[\frac{\mathrm{Ai}'(z_0)}{\mathrm{Ai}(z_0)}\right]^2-z_0
=\frac{qn_0L^2}{2\epsilon U\alpha^2}.
\end{equation}
Away from the entrance, $E\simeq(2U\alpha/L)\sqrt{z_0+\alpha\xi}$. This drift field extrapolates to zero at $x_*=-z_0L/\alpha$ instead of at $x=0$. When $z_0<0$, diffusion therefore shortens the effective drift length, which by itself multiplies the current by $(1-x_*/L)^{-3}$. This estimate leaves out logarithmic terms in the voltage condition and is useful only for $V\gg U$. For $z_0$ just below zero those terms outweigh it, and the current lies below the Mott--Gurney value. As $n_0\to\infty$, $z_0$ approaches the first zero of Ai at $-2.34$ and the estimate saturates, but $\mathrm{Ai}(z_0)\to0$ and the current keeps rising logarithmically with $n_0$. A free supply alone therefore does not give (\ref{eq:result}); $V/U$ must also be very large. For $z_0<-1.02$ the field at the entrance itself is reversed, and diffusion carries the ions across this thin region.

\section{A tantalum oxide example}

Consider tantalum oxidized at 500 K in 1 Torr oxygen, with a porous outer electrode and the metal biased positive so that the electrostatic drop across the film is 4 V. The applied bias differs from this drop by contact and interface potentials. Doubly charged excess oxygen ions are assumed to move inward, so $q=2e$. Relative permittivity 25 and $\Omega=0.018$ nm$^3$ per oxygen are rough values for Ta$_2$O$_5$. The other transport parameters are model choices: hop length $a=0.3$ nm, attempt rate $\nu=10^{13}$ s$^{-1}$, barrier $E_m=0.80$ eV and $n_0=10^{20}$ cm$^{-3}$.

For hopping along the field, the forward and backward rates are $\nu e^{-E_m/kT}e^{\pm qaE/2kT}$. Their difference times $a$ is
\begin{equation}
v=2a\nu e^{-E_m/kT}\sinh\frac{qaE}{2kT},\qquad
\mu=\frac{qa^2\nu}{kT}e^{-E_m/kT},
\end{equation}
where $\mu$ is the low-field limit of $v/E$. Hence $D=a^2\nu e^{-E_m/kT}=7.77\times10^{-11}$ cm$^2$/s. With $kT/q=21.54$ mV,
\begin{equation}
\mu=\frac{7.77\times10^{-11}}{0.02154}
=3.61\times10^{-9}\ \mathrm{cm^2/(V\,s)} .
\end{equation}
At $L_0=50$ nm, (\ref{eq:result}) gives $J=1.15$ mA/cm$^2$. The growth constant is $3.23\times10^5$ nm$^4$/s, so the initial rate is
\begin{equation}
\frac{dL}{dt}=\frac{3.23\times10^5}{4(50)^3}=0.646\ \mathrm{nm/s}.
\end{equation}
After one hour,
\begin{equation}
L=\left[50^4+(3.23\times10^5)(3600)\right]^{1/4}\mathrm{nm}
\simeq185\ \mathrm{nm}.
\end{equation}
The thickness is 71 nm after 1 min and 119 nm after 10 min. By (\ref{eq:local}), the local exponent is only 0.19 at 1 min but 0.249 after an hour.

The initial transit time is 2.3 ms, whereas $L/(dL/dt)$ is 77 s. Accordingly, the relative correction (\ref{eq:motion}) is only $7\times10^{-6}$. The supply number is $S=90$, so $E_0$ can be neglected within the drift model.

Diffusion is more important. It multiplies the current by 1.23 at 50 nm and by 1.29 at 185 nm. At the start the two Airy conditions give $z_0\simeq-2.0$ and $\alpha\simeq28.8$, hence $x_*\simeq0.07L$. The shortened-length estimate is $0.93^{-3}\simeq1.24$, which accounts for the initial increase. Since late thickness varies as the fourth root of the current factor, the hour's thickness rises by roughly 5--7\%. At fixed $n_0$ the factor changes slowly with $L$, and its mean slope between 50 and 185 nm changes the exponent $1/4$ to 0.252, which falls slowly towards 0.251 in thicker films.

In the drift model the exit field starts at 1.2 MV/cm, about 0.3 of a rough 4 MV/cm breakdown field; diffusion raises it to about 1.3 MV/cm. The hyperbolic-sine velocity raises the current by 3.5\% at the start and 0.3\% after an hour. For an assumed 1 eV electron barrier, the thermionic emission limit is 2.5 mA/cm$^2$, larger than the ion current. This is only an upper bound on emission over the barrier; trap-assisted leakage is not limited by it. At the low electron mobility assumed below, most emitted electrons diffuse back to the electrode, and the current actually carried by emitted electrons is far smaller. The limit alone therefore cannot show whether the terminal current measures oxide growth. Electrons and ions drift in the same field, so their charge ratio is $(J_e/\mu_e)/(J/\mu)$, where the subscript $e$ denotes electrons. With $\mu_e=10^{-3}$ cm$^2$/(V s) and $J_e$ set to the emission limit, it is $8\times10^{-6}$ initially and $4\times10^{-4}$ after an hour, each an upper estimate for emitted electrons at that time. This estimate excludes trapped electrons. With an assumed diffusivity of $10^{-13}$ cm$^2$/s and an assumed solubility of $10^{21}$ cm$^{-3}$ for oxygen in tantalum, dissolution into the metal takes about 3\% as much oxygen in the hour as the new oxide contains. The amount scales roughly as the solubility times the square root of the diffusivity, so this is only an order of magnitude.

The assumption most exposed in a real film is low fixed charge. At the assumed $N_b=10^{16}$ cm$^{-3}$, the current after an hour rises by 4\%, and $b=1$ lies near 740 nm. Ordinary Ta$_2$O$_5$ may contain much more. At $10^{18}$ cm$^{-3}$, $b$ would be about 6.2 at 185 nm, and the ohmic estimate would exceed the Mott--Gurney current by a factor $8b/9\simeq5.5$. The full current would be about 6.0 times the Mott--Gurney value there and already 31\% above it at 50 nm, so the fourth-root law would not describe such a film. The familiar room-temperature anodizing of tantalum in an electrolyte is a different regime, with higher fields and a nearly exponential dependence of ion current on field.

The predicted time scale is also sensitive to the chosen hopping barrier. Lowering it by 0.1 eV multiplies $\mu$ by $\exp(0.1/0.0431)\simeq10$, but the late thickness by only $10^{1/4}\simeq1.8$. The numerical output lists the remaining estimates for this film.

\section*{Numbers as computed}
\begin{verbatim}
SCALED TESTS
free-supply current coefficient: 1.12500
exit field / (V/L): 1.50000
transit time / (L^2/(mu V)): 1.3328
scarce supply, current / ohmic current: 0.9950
fixed charge, relative slope at small b: 0.6677
fixed charge b=50, current / ohmic current: 1.0102
moving film, L/L0 at scaled t=50, 200: 2.2089, 3.0943
fourth-root law, same times: 2.2017, 3.0886
moving film, exponent between them: 0.2431
interface-motion coefficient (3/8 expected): 0.3854
EXAMPLE INPUTS
temperature: 500 K; bias: 4.0 V
initial thickness: 50 nm
relative permittivity: 25; ion charge: 2 e
oxide volume per oxygen: 0.018 nm^3
hop: 0.3 nm; attempt rate: 1e+13 1/s; barrier: 0.80 eV
entrance ion density: 1.0e+20 cm^-3
EXAMPLE RESULTS
kT/q: 21.54 mV; V/(kT/q): 185.7
ion diffusivity: 7.773e-11 cm^2/s
ion mobility: 3.608e-09 cm^2/Vs
growth constant d(L^4)/dt: 3.2303e+05 nm^4/s
initial ion current: 1.1501 mA/cm^2
initial growth rate: 0.6461 nm/s
initial transit time: 2.310e-03 s
thickness at 60 s: 71.15 nm
thickness at 600 s: 118.93 nm
thickness at 3600 s: 184.91 nm
thickness at 3600 s with L0=0: 184.67 nm
ion current at 3600 s: 0.02274 mA/cm^2
mean ion density, start: 1.658e+18 cm^-3
mean ion density, 3600 s: 1.212e+17 cm^-3
initial ion charge in film: 2.656 uC/cm^2
initial exit field: 1.200 MV/cm
NEGLECTED EFFECTS
supply number q n0 L0^2/(eps V): 90.5
diffusion, current factor start, 3600 s: 1.2280, 1.2912
growth exponent with diffusion: 0.2524
hopping field scale 2kT/(qa): 1.436 MV/cm
hopping, current factor start, 3600 s: 1.0351, 1.0026
assumed fixed charge density: 1.0e+16 e/cm^3
fixed charge, factor start, 3600 s: 1.0030, 1.0414
thickness where fixed-charge b=1: 743.4 nm
interface motion, relative rate change: 7.46e-06
entrance site fraction: 1.80e-03
electron barrier: 1.0 eV; mobility: 1e-03 cm^2/Vs
electron emission limit: 2.501 mA/cm^2
electron charge / ion charge: 7.85e-06
log10 tunnelling probability (mass 0.3 m_e): -35.7
exit field / rough 4 MV/cm breakdown: 0.300
O in Ta: D 1e-13 cm^2/s, solubility 1e+21 cm^-3
dissolved oxygen / oxygen in new oxide, 3600 s: 0.0286
sticking needed at 1 Torr O2: 6.46e-06
\end{verbatim}
